# Current Through Two Opposed Schottky Contacts on a Wire, part 1

(Sections cited here and not found follow in the second part.)

## First half: one contact, then two identical ones

### Definitions and conventions

A uniform p-type semiconductor wire runs between two metal contacts, numbered 1 and 2. The carriers are holes, of charge $+q$. The potentials of the two metals are $U_1$ and $U_2$, and $U_w$ is the potential of the neutral part of the wire. By "potential" I mean the electrochemical potential of the holes divided by $q$, which is what a voltmeter compares. The applied voltage and its two parts are

$$V=U_2-U_1,\qquad V_1=U_w-U_1,\qquad V_2=U_2-U_w .$$

Adding the last two gives $V_1+V_2=V$, with no sign left over. The current $I$ is positive when holes flow from metal 2 through the wire into metal 1, so a positive $V$ drives a positive $I$.

The thermal voltage is $V_T=k_BT/q$, and reduced voltages are written in small letters: $v=V/V_T$, $v_1=V_1/V_T$, $v_2=V_2/V_T$. The barrier at contact $j$ is $\phi_j$, in volts: a hole at the Fermi level of the metal needs the energy $q\phi_j$ to reach the top of the barrier. It is convenient to plot hole energy upwards, so that the barrier is a hill with the metal on one side and the wire on the other.

Writing a single $U_w$ for the whole neutral wire is already an assumption. It says that the resistance of the wire is negligible beside that of the contacts. I also assume a steady state, one type of carrier, and depletion layers that do not touch each other.

### One contact without bias

The simplest case is a single contact in equilibrium. Although no net current flows, holes cross the barrier in both directions, and the one-way current sets the scale for everything that follows.

Consider one band of isotropic mass $m$. A hole at the barrier top with wavevector $\mathbf k$ has the energy $q\phi+\hbar^2k^2/2m$ above the Fermi level of the metal. If $\phi\gg V_T$, its occupation is the Boltzmann factor

$$f=\exp\left(-\frac{\phi}{V_T}\right)\exp\left(-\frac{\hbar^2k^2}{2mk_BT}\right).$$

Let $x$ be the direction of crossing. States have the density $2/(2\pi)^3$ in wavevector space, the 2 coming from spin, and each hole carries $q$ at the speed $\hbar k_x/m$. Each hole with $k_x>0$ is assumed to cross. The one-way current density is then

$$J=\frac{2q}{(2\pi)^3}\int_{k_x>0}\frac{\hbar k_x}{m}\,f\,d^3k .$$

The integral factors. For the direction of crossing, substitute $s=\hbar^2k_x^2/2mk_BT$. Then $ds=(\hbar^2k_x/mk_BT)\,dk_x$, and

$$\int_0^\infty\frac{\hbar k_x}{m}e^{-\hbar^2k_x^2/2mk_BT}dk_x=\frac{k_BT}{\hbar}\int_0^\infty e^{-s}ds=\frac{k_BT}{\hbar}.$$

The two transverse directions give a Gaussian integral in the plane,

$$\int e^{-\hbar^2k_\perp^2/2mk_BT}d^2k_\perp=\frac{2\pi mk_BT}{\hbar^2}.$$

Multiplying the pieces,

$$J=\frac{2q}{8\pi^3}\,\frac{k_BT}{\hbar}\,\frac{2\pi mk_BT}{\hbar^2}\,e^{-\phi/V_T}=\frac{qm(k_BT)^2}{2\pi^2\hbar^3}\,e^{-\phi/V_T}.$$

With $\hbar=h/2\pi$ this is the Richardson form

$$J=A^*T^2e^{-\phi/V_T},\qquad A^*=\frac{4\pi qmk_B^2}{h^3}.$$

If several isotropic bands share the same edge, their currents add and $m$ becomes the sum of the masses. The saturation current of contact $j$, with area $S_j$, is

$$I_j=S_jA^*T^2e^{-\phi_j/V_T}.$$

**Limit to check: a high barrier.** The Boltzmann factor replaced the Fermi function $1/(e^{\eta+\epsilon}+1)$, where $\eta=\phi/V_T$ and $\epsilon=\hbar^2k^2/2mk_BT$. Expanding one term further gives $e^{-\eta-\epsilon}-e^{-2\eta-2\epsilon}$. In the second term the exponent in $k^2$ is doubled. This halves the integral over $k_x$ and also halves the transverse integral, which makes a factor $1/4$. The leading relative correction to $J$ is therefore $-e^{-\eta}/4$. It vanishes for a high barrier, as it should.

### Numbers for one contact

Take a p-type silicon wire with platinum silicide contacts, cooled to 200 K. The hole barrier of this contact is low, roughly a quarter of an electronvolt, and I set $\phi_1=0.25$ V. The wire is 200 nm in diameter, so each end has the area $3.1416\times10^{-10}\ \mathrm{cm^2}$. The light and heavy holes are given the rough masses 0.16 and 0.49 electron masses, and their sum gives $A^*=78.1\ \mathrm{A\,cm^{-2}\,K^{-2}}$. The thermal voltage is 17.235 mV, so $\phi_1/V_T=14.506$ and

$$I_1=(3.1416\times10^{-10})(78.11)(200)^2e^{-14.506}\ \mathrm A\approx 492\ \mathrm{pA}.$$

The correction just derived is $e^{-14.506}/4\approx1.3\times10^{-7}$. A direct integration of the Fermi-Dirac flux over wavevector differs from the Richardson formula by the same relative amount, $1.3\times10^{-7}$. For this barrier the Boltzmann form costs nothing that matters.

The exponential makes the current very sensitive to the barrier. Differentiating $\ln I_1$ at fixed temperature gives $dI_1/I_1=-d\phi_1/V_T$, so a change of 1 mV in the barrier changes the saturation current by about 6 %. This is why two nominally equal contacts may have clearly unequal saturation currents.

### Bias on contact 1

Now let the wire stand at $V_1$ above metal 1. Two one-way currents compete.

The metal emits into the wire. Its holes must climb from the Fermi level of the metal to the barrier top. If the barrier $\phi_1$ does not depend on bias, this climb is unchanged, and the emission stays at $I_1$.

The wire emits into the metal. At $V_1=0$ this emission must also equal $I_1$, because in equilibrium the net current is zero. Raising the wire by $V_1$ raises its holes by the energy $qV_1$ relative to the metal. The barrier top is fixed relative to the metal, so the climb from the Fermi level of the wire shrinks from $q\phi_1$ to $q(\phi_1-V_1)$. Every occupation at the top gains the factor $e^{V_1/V_T}$, and so does the emission.

Holes going from wire to metal 1 count as positive current, hence

$$I=I_1\left(e^{v_1}-1\right).$$

This is the ideal thermionic diode. It is forward biased for $V_1>0$. Three limits show that the signs are right:

- For $|v_1|\ll1$ it becomes $I=I_1v_1=(I_1/V_T)V_1$, a resistor of value $V_T/I_1$.
- For $v_1\to-\infty$ it becomes $I=-I_1$. The wire emits nothing, and the constant emission of the metal remains.
- For large positive $v_1$ it grows exponentially, as long as the holes of the wire still face a hill several $V_T$ high. The bias $V_1$ lowers this hill, and once it is gone the barrier no longer controls the current.

The last condition would be a worry for a single diode driven hard. With two opposed diodes it takes care of itself when the saturation currents are comparable, as will be seen below.

### Contact 2 seen from the same direction of current

Contact 2 is physically the same kind of junction, but the current crosses it the other way. Positive $I$ now means holes going from metal 2 into the wire. The emission of the metal is $I_2$ and counts as positive.

The wire lies at $V_2$ *below* metal 2. Its holes have a longer climb, $q(\phi_2+V_2)$, and the emission of the wire is reduced to $I_2e^{-v_2}$. It counts as negative. Therefore

$$I=I_2\left(1-e^{-v_2}\right).$$

For $V_2>0$ the contact is reverse biased and $I$ approaches $I_2$. For small $v_2$ it is a resistor $V_T/I_2$. The formula follows from that of contact 1 by reversing the sign of both the current and the voltage, which is what turning a diode round means.

### Two identical contacts

Let both contacts have the saturation current $I_s$. In a steady state no charge builds up in the wire, so the same current crosses both:

$$I_s\left(e^{v_1}-1\right)=I_s\left(1-e^{-v_2}\right).$$

Dividing by $I_s$ and collecting the exponentials on the left,

$$e^{v_1}+e^{-v_2}=2 .$$

This has a direct meaning. The two terms are the emissions of the wire into metals 1 and 2, in units of $I_s$. Together they must remove from the wire what the two metals put in, namely $2I_s$.

Since $v_2=v-v_1$, the second term is $e^{-v_2}=e^{v_1}e^{-v}$. So

$$e^{v_1}\left(1+e^{-v}\right)=2,\qquad e^{v_1}=\frac{2}{1+e^{-v}} .$$

Insert this into the law of contact 1:

$$I=I_s\left(\frac{2}{1+e^{-v}}-1\right)=I_s\,\frac{1-e^{-v}}{1+e^{-v}} .$$

Multiply numerator and denominator by $e^{v/2}$:

$$I=I_s\,\frac{e^{v/2}-e^{-v/2}}{e^{v/2}+e^{-v/2}}=I_s\tanh\frac v2 .$$

The current is odd in the voltage, as it must be when exchanging the contacts changes nothing. Near zero bias $\tanh(v/2)\approx v/2$, so $I=V/(2V_T/I_s)$: two equal resistors $V_T/I_s$ in series. For $v\gg1$ the current saturates at $I_s$, because holes cannot enter the wire faster than metal 2 emits them.

The shortfall from saturation follows from the fraction above:

$$1-\tanh\frac v2=\frac{(1+e^{-v})-(1-e^{-v})}{1+e^{-v}}=\frac{2}{e^{v}+1}.$$

It decays as $2e^{-v}$, so a few thermal voltages are enough to bring the ideal pair close to its plateau.

### The half is not an equal division of the voltage

The argument $v/2$ may suggest that each contact takes half the voltage. It does not. If both $v_1$ and $v_2$ were $v/2$, the two currents would be proportional to $e^{v/2}-1$ and $1-e^{-v/2}$. The first is $e^{v/2}$ times the second, so they agree only at $v=0$.

The actual division comes from inverting the two diode laws. With $t=\tanh(v/2)=I/I_s$,

$$v_1=\ln(1+t),\qquad v_2=-\ln(1-t).$$

Their sum is $\ln[(1+t)/(1-t)]$. Since $1+t=2/(1+e^{-v})$ and $1-t=2e^{-v}/(1+e^{-v})$, the ratio is $e^v$ and the sum is $v$, as required.

For small $t$ the expansions are $v_1\approx t-t^2/2$ and $v_2\approx t+t^2/2$. The division is equal to first order, and the reverse contact takes the larger part from second order on. For large positive $v$, $t\to1$ and

$$V_1\to V_T\ln2,\qquad V_2\to V-V_T\ln2 .$$

The forward contact never takes more than $V_T\ln2$, because $t<1$. It has only to pass the saturation current of its partner, and for that a fraction of a thermal voltage is enough. This answers the earlier worry: in the example $V_T\ln2$ is 12 mV, while the hill seen from the wire is 0.14 V high without bias. The hill survives, and the diode law remains good on the forward side at any applied voltage within the model.

### Numbers for the identical pair

Give both contacts the barrier 0.25 V, so $I_s=492.28$ pA. At $V=0.05$ V the reduced voltage is $v=0.05/0.017235=2.901$, and

$$I=492.28\ \mathrm{pA}\times\tanh(1.4506)=492.28\times0.8958\ \mathrm{pA}\approx441\ \mathrm{pA}.$$

The division is $V_1=17.235\ln(1.8958)\approx11.0$ mV and $V_2=-17.235\ln(0.1042)\approx39.0$ mV, which add to 50 mV. The reverse contact already takes almost four fifths of the voltage.

At $V=0.10$ V, $v=5.802$ and the current is 489.3 pA. The shortfall from $I_s$ is $2/(e^{5.802}+1)=0.6$ %, in agreement with the limit above. At the other end, for $V=0.02$ V, the linear law would give $492.28\times1.1605/2\approx286$ pA, whereas the tanh gives 257 pA. Even a bias close to one thermal voltage is outside the range where the pair acts as a good resistor.

## Second half: unequal contacts

### What is carried over

The voltage $V=V_1+V_2$ is that of metal 2 relative to metal 1. $V_1$ is the wire relative to metal 1, and $V_2$ is metal 2 relative to the wire. Small letters are voltages divided by $V_T=k_BT/q$. Positive current carries holes from metal 2 to metal 1. The contacts have saturation currents $I_j=S_jA^*T^2e^{-\phi_j/V_T}$ and obey

$$I=I_1(e^{v_1}-1),\qquad I=I_2(1-e^{-v_2}).$$

For $I_1=I_2=I_s$ these gave $I=I_s\tanh(v/2)$. The barriers are independent of bias and the wire has negligible resistance.

### Solving for the current

With $I_1\neq I_2$, eliminate the internal voltages rather than the current. The diode laws give

$$e^{v_1}=1+\frac I{I_1},\qquad e^{-v_2}=1-\frac I{I_2}.$$

Since $v=v_1+v_2$, the exponential $e^v$ is the first expression divided by the second:

$$e^v=\frac{1+I/I_1}{1-I/I_2}.$$

Multiply by the denominator and collect the terms in $I$:

$$e^v-1=I\left(\frac1{I_1}+\frac{e^v}{I_2}\right)=I\,\frac{I_2+I_1e^v}{I_1I_2}.$$

The equation is linear in $I$, so there is one solution:

$$\boxed{I=\frac{I_1I_2\,(e^v-1)}{I_2+I_1e^v}}$$

Multiplying above and below by $e^{-v/2}$ gives the more symmetric form

$$I=\frac{2I_1I_2\sinh(v/2)}{I_1e^{v/2}+I_2e^{-v/2}}.$$

The solution must also leave the logarithms for $v_1$ and $v_2$ meaningful. Substituting it back,

$$1+\frac I{I_1}=\frac{(I_1+I_2)e^v}{I_2+I_1e^v},\qquad 1-\frac I{I_2}=\frac{I_1+I_2}{I_2+I_1e^v}.$$

Both are positive for every $v$, so $-I_1<I<I_2$.

**Limits to check.**

- *Identical contacts.* With $I_1=I_2=I_s$ the symmetric form is $2I_s^2\sinh(v/2)/[2I_s\cosh(v/2)]=I_s\tanh(v/2)$.
- *Contact 1 nearly ohmic.* For $I_1\to\infty$ at fixed $v$ the boxed result becomes $I_2(1-e^{-v})$, which is contact 2 alone.
- *Contact 2 nearly ohmic.* For $I_2\to\infty$ it becomes $I_1(e^v-1)$, which is contact 1 alone.
- *Small bias.* For $|v|\ll1$ it becomes $I_1I_2v/(I_1+I_2)$, so the resistance is $V_T/I_1+V_T/I_2$.
- *Large bias.* $I\to I_2$ for $v\to+\infty$ and $I\to-I_1$ for $v\to-\infty$. In each direction the reverse-biased contact sets the plateau.

For an n-type wire with the same definition of $V$, a positive $V$ puts contact 1 in reverse and contact 2 in forward bias. The formula then holds with $I_1$ and $I_2$ exchanged.

The two diode laws have given a closed formula for the current through unequal contacts, checked in its limits. What remains is to find the shape of the curve and the division of the voltage, to put in numbers, and to examine the effects neglected so far.

All numerical values are calculated from the stated model.
